The Schottky-Nordheim Barrier Exponent and the Accuracy of Forbes's Approximation

A strong electric field pulls electrons out of a cold metal. An electron at the Fermi level lacks the energy to pass over the surface barrier, but the field makes the barrier thin enough to tunnel through. The barrier is also rounded and lowered, because the escaping electron is attracted by the charge it induces on the metal. How much does this rounding change the tunnelling exponent, and how well does a simple formula reproduce the change?

**The barrier and its exponent**

Let the metal fill x < 0, with a smooth planar surface, and let φ be its work function. The field has magnitude F > 0 and pushes electrons towards positive x. The charge e is positive and m is the free-electron mass.

An electron at distance x is attracted by an image charge at distance 2x, with force e²/[4πε₀(2x)²]. The work needed to take it from x to infinity against this force is e²/(16πε₀x). The barrier, measured from the Fermi level, is therefore

M(x) = φ − eFx − e²/(16πε₀x).

For an electron whose forward energy is at the Fermi level, the wave decays under the barrier at the local rate √(2mM)/ħ. In the JWKB approximation the squared amplitude falls by exp(−G), with

G = (2/ħ) ∫ √(2mM) dx,

taken between the two zeros of M. A prefactor multiplies exp(−G) in the transmission; its size is examined below.

Put x = (φ/eF)s and define

f = e³F/(4πε₀φ²).

The image term becomes e³F/(16πε₀φs) = φf/(4s), so that

M = φ[1 − s − f/(4s)].

The zeros satisfy s² − s + f/4 = 0, which gives

s± = (1 ± β)/2, β = √(1 − f).

The maximum lies where 1 = f/(4s²), at s = √f/2, and its height is φ(1 − √f). A barrier thus exists for 0 < f < 1, the range treated here.

Without the image term the integral of √(1 − s) from 0 to 1 is 2/3, and the exponent is

G₀ = bφ^(3/2)/F, b = 4√(2m)/(3eħ).

With the image term G = vG₀, where

v(f) = (3/2) ∫ √[1 − s − f/(4s)] ds, from s₋ to s₊.

The result to be derived is

v = c[E(μ) − (1 − β)K(μ)],
c = √[(1 + β)/2], μ = 2β/(1 + β).

Here K = ∫dθ/Δ and E = ∫Δ dθ from 0 to π/2, with Δ = √(1 − μ sin²θ). The argument μ is the parameter, the square of the modulus.

**First derivation: reduction to elliptic integrals**

Set s = t², a² = s₋ and c² = s₊, so that a² + c² = 1. Since ds = 2t dt and the square root equals √P/t,

v = 3 ∫ √P dt, from a to c,
P = (c² − t²)(t² − a²) = −t⁴ + t² − a²c².

Let Jₙ = ∫ tⁿ dt/√P. Writing √P = P/√P gives

∫ √P dt = −J₄ + J₂ − a²c²J₀.

To remove J₄, differentiate t√P:

d(t√P)/dt = (P + tP′/2)/√P = (−3t⁴ + 2t² − a²c²)/√P.

The function t√P vanishes at both limits, so 3J₄ = 2J₂ − a²c²J₀. Hence

∫ √P dt = J₂/3 − (2/3)a²c²J₀,
v = J₂ − 2a²c²J₀.

Now substitute t² = c²(1 − μ sin²θ) with μ = 1 − a²/c², which equals 2β/(1 + β). Then

c² − t² = c²μ sin²θ, t² − a² = c²μ cos²θ,
√P = c²μ sinθ cosθ, dt = −cμ sinθ cosθ dθ/Δ.

As t rises from a to c, θ falls from π/2 to 0, which absorbs the minus sign. Therefore J₀ = K/c and J₂ = cE. With 2a² = 1 − β,

v = cE − 2a²cK = c[E − (1 − β)K].

**Second derivation: expansion about the vanishing barrier**

The other route starts from the field at which the barrier disappears. Put s = (1 + β sinθ)/2. Then

√(s − s² − f/4) = (β/2)cosθ, ds = (β/2)cosθ dθ,

and the original integral becomes

v = (3√2/8)β² ∫ cos²θ (1 + β sinθ)^(−1/2) dθ,

from −π/2 to π/2. For β < 1 the binomial series converges uniformly and may be integrated term by term. Odd powers of sinθ cancel by symmetry.

Let dₙ be the coefficient of z²ⁿ in (1 + z)^(−1/2), and Iₙ the integral of cos²θ sin²ⁿθ. The binomial rule gives

dₙ₊₁/dₙ = (4n + 1)(4n + 3)/[4(2n + 1)(2n + 2)].

If Wₙ is the integral of sin²ⁿθ, integration by parts gives Wₙ₊₁ = Wₙ(2n + 1)/(2n + 2). Thus Iₙ = Wₙ − Wₙ₊₁ = Wₙ/(2n + 2), and

Iₙ₊₁/Iₙ = (2n + 1)/(2n + 4).

Since d₀ = 1 and I₀ = π/2, with y = 1 − f = β²,

v = A y(1 + a₁y + a₂y² + …), A = 3√2π/16,
aₙ₊₁/aₙ = (4n + 1)(4n + 3)/[16(n + 1)(n + 2)], a₀ = 1.

The first coefficients are a₁ = 3/32 and a₂ = 35/1024. The ratio also yields a differential equation. In y(1 − y)d²v/dy², the coefficient of yⁿ⁺¹ is

A[(n + 1)(n + 2)aₙ₊₁ − n(n + 1)aₙ]
= Aaₙ[(n + 1/4)(n + 3/4) − n(n + 1)] = (3/16)Aaₙ.

Because dy = −df, this means

f(1 − f)v″ = (3/16)v, v(1) = 0, v′(1) = −A,

where primes denote derivatives with respect to f.

To identify this solution with the elliptic form, differentiate the integral of the first derivation. The integrand vanishes at the moving limits, so they contribute nothing, and

v′ = −(3/8)J₀ = −3K/(8c).

The next derivative needs dK/dμ. Differentiating under the integral and using μ sin²θ = 1 − Δ² gives

dK/dμ = [∫Δ⁻³dθ − K]/(2μ).

The identity

μ d(sinθ cosθ/Δ)/dθ = Δ − (1 − μ)/Δ³

integrates to zero on the left, so ∫Δ⁻³dθ = E/(1 − μ). Hence

dK/dμ = [E − (1 − μ)K]/[2μ(1 − μ)].

With dμ/dβ = 2/(1 + β)², 1 − μ = (1 − β)/(1 + β) and d(1/c)/dβ = −1/[2c(1 + β)],

d(K/c)/dβ = [E − (1 − β)K/(1 + β) − β(1 − β)K/(1 + β)]/[2cβ(1 − β)]
= [E − (1 − β)K]/[2cβ(1 − β)].

The bracket is v/c. Using dβ/df = −1/(2β) and c² = (1 + β)/2,

v″ = 3v/[32c²β²(1 − β)] = 3v/[16f(1 − f)].

At f = 1, K = π/2 and c = 1/√2, so the elliptic form has slope −A and value zero, like the series. For two solutions u and v of this equation, uv′ − vu′ has zero derivative. It vanishes at f = 1, so the solutions are proportional; their equal slopes make them identical.

**What each derivation assumes**

Both rest on the same physics: a planar surface, a classical image potential, one forward energy and the JWKB exponent. Agreement between them supports the mathematics, not these assumptions.

They differ in what they require of f. The elliptic reduction treats the whole interval at once and needs no small quantity. The series assumes an expansion about f = 1 and converges more slowly as the field falls. At f = 0.284437, y = 0.715563 and four terms give

v ≈ 0.833041 × 0.715563 × (1 + 0.0671 + 0.0175 + 0.0065) ≈ 0.650,

about 0.5% below the full value 0.653793. The omitted terms are all positive.

The elliptic form also gives the low-field limit. Put k′ = √(1 − μ) and measure θ from π/2. For small k′, split the integral for K at an angle δ with k′ ≪ δ ≪ 1. The inner part is ln(2δ/k′) and the outer part ln(2/δ), so K ≈ ln(4/k′). Here k′ ≈ √f/2 and c ≈ 1, giving

v′ ≈ −(9/8)ln 2 + (3/16)ln f.

Integration from v(0) = 1 yields, to leading order,

v ≈ 1 − Bf + (3/16)f ln f, B = (9/8)ln 2 + 3/16 = 0.967291.

The logarithm explains why a power series in f cannot describe weak fields.

**The error of Forbes's approximation**

Forbes's formula is

v_F = 1 − f + (f/6)ln f.

It has the correct values at f = 0 and f = 1. It is not the truncated low-field expansion, whose coefficients are B and 3/16. In the family 1 − f + pf ln f, matching the slope at f = 1 requires p = 1 − A = 0.166959, close to 1/6.

Let D = v_F − v and w = v/(1 − f). The differential equation gives

D″ = [1/6 − (3/16)w]/f.

To see how w varies, write w′ = N/(1 − f)² with N = (1 − f)v′ + v. Then N′ = (1 − f)v″ = 3v/(16f) > 0, while N(1) = 0. Thus N < 0 and w decreases, from 1 to A = 0.833041. It crosses 8/9 once, so D is first concave and then convex.

Both ends have D = 0, and D′(1) = −5/6 + A < 0. In the convex part D′ rises to this negative value, so D falls towards zero and must be positive. In the concave part D lies above the chord joining zero to a positive value. Forbes's formula therefore overestimates v throughout 0 < f < 1, and exp(−G) comes out too small.

The largest absolute error is 0.0024, at f = 0.176. The largest error relative to v is 0.33%, at f = 0.296. Slope matching lowers the largest absolute error slightly, to 0.0023; p = 3/16 raises it to 0.0060.

The error in exp(−G) is set by the error in G, which is the relative error in v multiplied by G. Let F_R = F/f be the field at which the barrier vanishes, and let η = bφ^(3/2)/F_R. Then

ΔG = G₀D = ηD/f.

The derivative of D/f is (fD′ − D)/f². Its numerator starts at zero, has derivative fD″, and ends at D′(1) < 0. It first falls and then rises to a negative value, so it is negative throughout. At fixed φ, ΔG grows steadily as the field is lowered. To leading order at small f,

ΔG ≈ η[−(ln f)/48 − (1 − B)].

This grows without bound, though slowly. With p = 3/16 the logarithm cancels and ΔG tends to −η(1 − B), a finite limit. The better formula over the whole interval is thus not the better one at low field: the two errors in G are equal in size at f ≈ 0.070, about 1 V/nm for φ = 4.5 eV, and p = 3/16 is the more accurate choice below that.

**A worked barrier**

Take φ = 4.5 eV and F = 4 V/nm. The constants give F_R = 14.0628 V/nm and η = 4.6368, so

f = 4/14.0628 = 0.28444, β = √0.71556 = 0.84591.

Here φ/(eF) = 1.125 nm. The turning points are 0.5625(1 ∓ 0.84591) nm, or 0.087 and 1.038 nm, and the peak height is 4.5(1 − √0.28444) = 2.10 eV. The image attraction has removed more than half of the original height. The inner turning point lies within an atomic distance of the surface, where a real image potential saturates instead of diverging. Replacing 1/x in the image term by (1 − e^(−λx))/x raises G by 0.50, 0.19 and 0.04 for λ = 0.9, 1.25 and 2 per bohr, and a change of 0.05 eV in φ moves G by 0.29. The digits below therefore describe the model barrier, not a real surface to the same precision.

With K = 2.663376 and E = 1.090936,

v = 0.960705(1.090936 − 0.154091 × 2.663376) = 0.653793.

Direct integration of the barrier gives the same six digits. Forbes's formula gives

v_F = 1 − 0.284437 + (0.284437/6)ln 0.284437 = 0.65596.

The triangular exponent is G₀ = 16.3018, so G = 0.653793 × 16.3018 = 10.658. The rounding lowers the exponent by 5.64 and raises the exponential factor about 280 times. Forbes's error is ΔG = 16.3018 × 0.002168 = 0.035, which makes exp(−G) 3.5% too small.

At the same work function the error varies with field as follows:

F = 1 V/nm: ΔG = 0.127, exp(−G) too small by 12%
F = 2 V/nm: ΔG = 0.076, too small by 7.4%
F = 8 V/nm: ΔG = 0.008, too small by 0.8%

At 1 V/nm the relative error in v is 0.22%, below its maximum, but it multiplies an exponent of 58. The leading low-field law gives ΔG ≈ 0.104 there, so higher terms still matter.

The JWKB exponent can be compared with a numerical solution of the Schrödinger equation. For this comparison the image potential is cut off where it meets a band bottom 10 eV below the Fermi level. The transmission T equals 0.90, 0.86 and 0.82 times exp(−G) at 2, 4 and 6 V/nm. The exponent thus accounts for nearly all of the suppression in this model. With this band depth, leaving out the prefactor at 4 V/nm causes a larger error than Forbes's formula does. The prefactor depends on the band depth: at 4 V/nm it is about 1.2 for a depth of 5 eV and 0.7 for 15 eV. As f approaches 1, G tends to zero and exp(−G) alone is no longer a reliable transmission: at f = 0.9, exp(−G) = 0.65 while T = 0.30 for the 10 eV band depth.

**Real emitters and insulating films**

A work function near 4.5 eV is typical of tungsten, and metal emitters typically work at local fields of a few V/nm. Such fields are usually reached at sharp tips, which breaks the planar assumption. Near a sphere of radius R the potential drop is Fx/(1 + x/R) ≈ Fx(1 − x/R), which raises the barrier by eFx²/R. First-order perturbation of the triangular exponent gives

δG = G₀(3/4)(φ/eFR) ∫ s²(1 − s)^(−1/2) ds = (4/5)G₀φ/(eFR),

since the integral from 0 to 1 is 16/15. For R = 50 nm and F = 4 V/nm this is 0.8 × 16.30 × 1.125/50 ≈ 0.29, a reduction of exp(−G) by about a quarter. This estimate omits the image rounding and the change of the image potential on a curved surface, but it shows that curvature can matter more than Forbes's 3.5%.

For injection into an insulator, a simple model replaces m by an effective mass in b and ε₀ by the insulator's permittivity in f, often the high-frequency value. That choice assumes that the ions do not follow the tunnelling electron, which requires a tunnelling time short compared with the response time of the lattice. The condition can be marginal. For an oxide-like model with a 3.1 eV barrier, mass 0.45m, relative permittivity 2.15 and F = 1 V/nm, the semiclassical traversal time τ is about 4 fs, and ωτ is 0.3 to 0.8 for phonons of 450 to 1100 cm⁻¹. The model also keeps one parabolic mass deep into the gap; a two-band (Franz) dispersion with a 9 eV gap lowers G in the same example from 22.4 to 20.4, far more than Forbes's error. In both G₀ and f, φ becomes the height of the insulator's conduction-band edge above the metal's Fermi level, without the image term, instead of the work function. The function v(f) is unchanged if the film is much thicker than the distance to the outer turning point, so that the second electrode's image charges are negligible along the tunnelling path. In the oxide-like example they lower G by 0.35, 0.13 and 0.007 for films 1.5, 2 and 5 times that distance. In a film thinner than that distance the electron tunnels directly into the opposite electrode. The second electrode's image charges then reshape the barrier and bring it to zero before that electrode is reached, so neither v nor Forbes's approximation applies.

Values computed for the example and the checks

```
image constant e^2/(16 pi eps0) = 0.359991 eV nm
b = 6.83089 eV^-1.5 V/nm
work function = 4.5 eV; band depth = 10.0 eV
field at f=1: F_R = 14.0628 V/nm; eta = 4.6368
worst relative gap, quadrature vs elliptic = 3.7e-14
small-f linear coefficient = 0.967291
-dv/df at f=1: exact 0.833041, Forbes 0.833333
Example at F = 4.0 V/nm:
  f = 0.284437, beta = 0.845909
  turning points = 0.08668 and 1.03832 nm
  peak at 0.30000 nm, height 2.10003 eV
  mu = 0.916523, K = 2.663376, E = 1.090936
  sqrt((1+beta)/2) = 0.960705, 1-beta = 0.154091
  v elliptic = 0.653793, direct = 0.653793
  v Forbes = 0.655961
  G triangular = 16.3018
  G Schottky-Nordheim = 10.6580
F(V/nm)  f  v_exact  v_Forbes  G  Delta_G  exp(-G) low by (%)
1.0  0.07111  0.895609  0.897561  58.4002  0.1272  11.95
2.0  0.14222  0.809205  0.811551  26.3830  0.0765  7.36
4.0  0.28444  0.653793  0.655961  10.6580  0.0353  3.47
6.0  0.42666  0.511170  0.512775  5.5553  0.0174  1.73
8.0  0.56887  0.376639  0.377642  3.0700  0.0082  0.81
largest absolute error = 0.002377 at f = 0.1757
largest relative error = 0.3318 % at f = 0.2956
error curve turns from concave to convex at f = 0.4462
largest |error| of 1 - f + p f ln f on the grid:
  p = 0.166667 (1/6): 0.002377
  p = 0.187500 (3/16): 0.005983
  p = 0.166959 (slope-matched): 0.002288
Schroedinger test: F(V/nm)  G  -ln T  prefactor T exp(G)
  2.0  26.3830  26.4922  0.8965
  4.0  10.6580  10.8059  0.8626
  6.0  5.5553  5.7542  0.8196
```
